\section*{Does the choice of ROHF canonicalization matter to the SCF loop?}

\section{The argument under review}

The manuscript optimizes high-spin open-shell states with restricted open-shell Hartree--Fock theory (ROHF). It diagonalizes an effective Fock matrix, fills the orbitals from the bottom, and repeats. On the freedom in that matrix it argues as follows:
\begin{quote}
The diagonal blocks of the effective Fock matrix are arbitrary. They rotate orbitals only among themselves within the closed, open and virtual spaces, and the energy is invariant to such rotations. The choice of canonicalization is therefore cosmetic, and we need not report which one was used.
\end{quote}
The first two sentences are correct at a converged solution. The question is whether the third follows for a calculation that must first find the solution. I separate what the energy fixes from what the loop uses.

\section{What the energy fixes}

Take real orthonormal orbitals in a finite basis. Closed orbitals ($c$) hold two electrons, open orbitals ($o$) hold one $\alpha$ electron each, and virtual orbitals ($v$) are empty. Let $P^\alpha$ project on the closed and open spaces, $P^\beta$ on the closed space, and put $P=P^\alpha+P^\beta$, $P^o=P^\alpha-P^\beta$. With $h$ the one-electron matrix and $(pq|rs)$ the Coulomb repulsion integrals, both energies, define
\begin{align}
J[P]_{pq}&=\sum_{rs}(pq|rs)P_{rs},\qquad K[P]_{pq}=\sum_{rs}(pr|qs)P_{rs},\\
F^\sigma&=h+J[P]-K[P^\sigma],\qquad \sigma=\alpha,\beta .
\end{align}
Apart from the constant nuclear repulsion, the energy is
\begin{equation}
E=\mathrm{tr}\,hP+\tfrac12\mathrm{tr}\,PJ[P]-\tfrac12\sum_\sigma \mathrm{tr}\,P^\sigma K[P^\sigma].
\end{equation}
Because $\mathrm{tr}\,AJ[B]=\mathrm{tr}\,BJ[A]$, and likewise for $K$, varying the two factors of each quadratic term gives equal contributions. These cancel the factors $\tfrac12$, so
\begin{equation}
dE=\mathrm{tr}\,F^\alpha dP^\alpha+\mathrm{tr}\,F^\beta dP^\beta. \label{dE}
\end{equation}

Now mix orbital $i$ with an orbital $a$ of a higher space (the order is $c,o,v$): $\phi_i\to\phi_i+\kappa\phi_a$ and $\phi_a\to\phi_a-\kappa\phi_i$ to first order. If spin $\sigma$ occupies $i$ but not $a$, then
\begin{equation}
dP^\sigma=\kappa(\phi_a\phi_i^T+\phi_i\phi_a^T),\qquad
\mathrm{tr}\,F^\sigma dP^\sigma=2\kappa F^\sigma_{ai}.
\end{equation}
If it occupies both, the changes of $\phi_i\phi_i^T$ and $\phi_a\phi_a^T$ cancel; if it occupies neither, nothing changes. A closed--open rotation therefore changes only $P^\beta$, an open--virtual rotation only $P^\alpha$, and a closed--virtual rotation both. With $M=\tfrac12(F^\alpha+F^\beta)$ the gradients $g_{ai}=\partial E/\partial\kappa_{ai}$ are
\begin{equation}
g_{oc}=2F^\beta_{oc},\qquad g_{vo}=2F^\alpha_{vo},\qquad g_{vc}=4M_{vc}. \label{grad}
\end{equation}

The effective matrix $R$ has $F^\beta$, $F^\alpha$ and $M$ in these three off-diagonal blocks. Hence $g_{ai}=w_{ai}R_{ai}$ with $w=2,2,4$, and the solution is stationary if and only if $R$ is block diagonal. The diagonal blocks do not enter this condition. Diagonalizing them rotates orbitals within a space, which leaves $P^\alpha$, $P^\beta$ and $E$ unchanged. This much of the argument stands.

\section{What the diagonal blocks change}

Consider diagonal blocks of the form $aF^\alpha+bF^\beta+s$ with $a+b=1$ and a constant $s$, chosen separately for each space. From the definition, $F^\alpha-F^\beta=-K[P^o]$, so $F^\alpha=M-\tfrac12K[P^o]$ and $F^\beta=M+\tfrac12K[P^o]$. Therefore
\begin{equation}
aF^\alpha+bF^\beta+s=M+\tfrac12(b-a)K[P^o]+s. \label{block}
\end{equation}
I compare four choices.
\begin{itemize}
\item Mean: $M$ in every block.
\item Alpha-open: $F^\alpha$ in the open block, $M$ in the others.
\item Roothaan coefficients: $(a,b)=(-\tfrac12,\tfrac32)$, $(\tfrac12,\tfrac12)$, $(\tfrac32,-\tfrac12)$ for $c,o,v$, that is $M+K[P^o]$, $M$ and $M-K[P^o]$.
\item Shifted: the mean choice with $s=0.3\,E_h$ in the open and $0.6\,E_h$ in the virtual block, where $E_h$ is the hartree.
\end{itemize}

For one open orbital, $K[P^o]_{oo}=(oo|oo)=J_{oo}$, and equation (\ref{block}) gives
\begin{equation}
\varepsilon_o^{\rm mean}-\varepsilon_o^{\alpha}=\tfrac12J_{oo}. \label{halfJ}
\end{equation}
This self-repulsion is large for a compact orbital. The two levels also mean different things. Let $p=\phi_o\phi_o^T$. Removing the open electron with all orbitals frozen changes the energy by
\begin{equation}
-\mathrm{tr}\,F^\alpha p+\tfrac12\left(\mathrm{tr}\,pJ[p]-\mathrm{tr}\,pK[p]\right)=-F^\alpha_{oo},
\end{equation}
since both terms in the bracket equal $J_{oo}$. The alpha level is thus a frozen-orbital removal energy with its sign reversed. The mean level lies halfway between it and $F^\beta_{oo}$, which by the same algebra is the energy of adding a $\beta$ electron to that orbital.

The loop assigns the lowest eigenvectors of $R$ to the closed space, the next to the open space and the rest to the virtual space. At a stationary point it returns the same spaces if
\begin{equation}
\max\varepsilon_c<\min\varepsilon_o,\qquad \max\varepsilon_o<\min\varepsilon_v. \label{order}
\end{equation}
If either inequality is reversed, orbitals change spaces although the gradient is zero. The argument overlooks this second condition: the energy supplies stationarity, while the canonicalization supplies the order.

\section{A counterexample with two orbitals}

Put three electrons in a diffuse orbital $p$ and a compact orbital $d$ of different symmetry. These are labels of a model, with round parameters in $E_h$:
\begin{equation}
\begin{gathered}
h_p=-2.00,\quad h_d=-2.36,\quad J_{pp}=0.40,\\
J_{dd}=0.80,\quad J_{pd}=0.50,\quad K_{pd}=0.04 .
\end{gathered}
\end{equation}
Symmetry removes every off-diagonal element of $R$, so both $p^2d^1$ and $p^1d^2$ are stationary. Each has one pair in a doubly occupied orbital, and the single electron sees that pair through $2J_{pd}-K_{pd}$:
\begin{align}
E(p^2d^1)&=2h_p+h_d+J_{pp}+2J_{pd}-K_{pd}=-5.00\,E_h,\\
E(p^1d^2)&=h_p+2h_d+J_{dd}+2J_{pd}-K_{pd}=-4.96\,E_h.
\end{align}
The second state lies higher by $0.04\,E_h$, or $1.09$ eV.

Start in the lower state. Using $M=h+J[P]-\tfrac12K[P]$ with two electrons in $p$ and one in $d$,
\begin{align}
\varepsilon_p^{\rm mean}&=h_p+(2-1)J_{pp}+J_{pd}-\tfrac12K_{pd}=-1.12\,E_h,\\
\varepsilon_d^{\rm mean}&=h_d+2J_{pd}-K_{pd}+(1-\tfrac12)J_{dd}=-1.00\,E_h,\\
\varepsilon_d^{\alpha}&=\varepsilon_d^{\rm mean}-\tfrac12J_{dd}=-1.40\,E_h.
\end{align}
With the mean choice the closed level is below the open one, and the loop stays. With the alpha-open choice the order is reversed, and the next cycle fills $d$ twice and $p$ once. There the levels are
\begin{align}
\varepsilon_d^{\rm mean}&=h_d+J_{dd}+J_{pd}-\tfrac12K_{pd}=-1.08\,E_h,\\
\varepsilon_p^{\alpha}&=h_p+2J_{pd}-K_{pd}=-1.04\,E_h.
\end{align}
The closed level is now the lower one, so the loop settles in $p^1d^2$. The same start and the same energy functional have led to two different self-consistent states, and here the alpha-open choice has led to the higher one.

It would be wrong to read the inverted levels $-1.40$ and $-1.12\,E_h$ as evidence that $d$ ought to be doubly filled. The swap moves a $\beta$ electron from $p$ to $d$, so $P^\beta$ changes by $q=\phi_d\phi_d^T-\phi_p\phi_p^T$. Since $E$ is quadratic in $P^\beta$,
\begin{align}
\Delta E&=\mathrm{tr}\,F^\beta q+\tfrac12\left(\mathrm{tr}\,qJ[q]-\mathrm{tr}\,qK[q]\right)\nonumber\\
&=F^\beta_{dd}-F^\beta_{pp}\nonumber\\
&\quad+\tfrac12\left[(J_{dd}+J_{pp}-2J_{pd})-(J_{dd}+J_{pp}-2K_{pd})\right]\nonumber\\
&=F^\beta_{dd}-F^\beta_{pp}-J_{pd}+K_{pd}.
\end{align}
Here $F^\beta_{dd}=-1.40+0.80=-0.60\,E_h$ and $F^\beta_{pp}=-1.12+\tfrac12(0.04)=-1.10\,E_h$. Thus $\Delta E=-0.60+1.10-0.50+0.04=0.04\,E_h$, in agreement with the two total energies. The difference of the levels compared by aufbau is not this energy.

Nor does the mean choice guarantee the lowest state. Started in $p^1d^2$, it finds the closed level at $-1.08$ and the open level at $-0.84\,E_h$, and stays in the higher state.

Both loops remain in $p^1d^2$ only because the orbitals keep their symmetry exactly. The $\alpha$ electrons fill both orbitals, so for a $\beta$ orbital $\cos\theta\,\phi_d+\sin\theta\,\phi_p$ the energy varies only through its expectation value of $h+J[P^\alpha]$, its own Coulomb and exchange terms cancelling. That matrix is diagonal, with elements $h_d+J_{dd}+J_{pd}=-1.06$ and $h_p+J_{pp}+J_{pd}=-1.10\,E_h$, so $E(\theta)=-4.96-0.04\sin^2\theta$ in $E_h$. The state $p^1d^2$ is a maximum along this rotation, and by the analysis of the next section a small admixture that breaks the symmetry would grow under either choice.

\section{Convergence when the order is correct}

Suppose that condition (\ref{order}) holds. The argument might then be defended by saying that the loop at least approaches the same solution. This too depends on the diagonal blocks.

Displace the orbitals from the solution by small rotations $\kappa_{ai}$. The gradient at the displaced point is $g=H\kappa$ to first order, where $H$ is the Hessian of $E$ at the solution. Measuring $g$ by further rotations from the displaced orbitals, instead of by changes of $\kappa$, alters it by terms of order $g\kappa$, which are of second order because $g$ is itself of first order. Hence $R_{ai}=(H\kappa)_{ai}/w_{ai}$.

In the orbitals that diagonalize the blocks of $R$, first-order perturbation theory gives the new eigenvector
\begin{equation}
\phi_i'=\phi_i+\sum_a\phi_a\frac{R_{ai}}{\varepsilon_i-\varepsilon_a}.
\end{equation}
The rotation therefore changes by $-R_{ai}/(\varepsilon_a-\varepsilon_i)$. The blocks themselves differ from their values at the solution by terms of order $\kappa$, which affects this step only in second order. Let $D$ multiply $\kappa_{ai}$ by $\varepsilon_a-\varepsilon_i$ and $W$ multiply it by $w_{ai}$. One cycle gives
\begin{equation}
\kappa'=\kappa-D^{-1}W^{-1}H\kappa. \label{map}
\end{equation}
For a mode $v$ with
\begin{equation}
Hv=\mu\,WDv,\qquad\text{the error is multiplied by}\qquad \lambda=1-\mu. \label{rate}
\end{equation}
The Hessian belongs to the energy and the solution; $D$ belongs to the canonicalization. Plain iteration converges locally when $\max|\lambda|<1$.

For an ordered solution $WD$ is diagonal and positive in these orbitals, and $H$ is symmetric, so every $\mu$ is real. If the solution is also a minimum with positive definite $H$, then
\begin{equation}
\mu=\frac{v^THv}{v^TWDv}>0,
\end{equation}
and $\lambda<1$. Divergence can then come only from $\mu>2$, that is $\lambda<-1$: the denominators are too small for the curvature, and each cycle overshoots by more than the error it removes.

A level shift uses the same freedom. If it raises every denominator by at least $\sigma$, and $h_{\max}$ and $d_{\min}$ are the largest eigenvalue of $H$ and the smallest unshifted denominator, then $w\ge2$ gives
\begin{equation}
0<\mu\le\frac{h_{\max}}{2(d_{\min}+\sigma)}.
\end{equation}
A sufficiently large $\sigma$ makes every $\mu<1$, so $0<\lambda<1$. As $\sigma$ grows further, every $\lambda$ approaches 1. Stability is then bought with slow convergence.

\section{Triplet methylene}

To see the size of the effect, take triplet CH$_2$ in ROHF/6-31G, with bond length $1.08$ \AA\ and angle $134^\circ$ chosen for the example. Electron correlation and the incompleteness of the basis are left aside. The solution has $E=-38.90679\,E_h$, and the lowest eigenvalue of its Hessian is $0.56\,E_h$, so it is a local minimum within ROHF. All four choices order its levels correctly. The table gives the highest closed and lowest open levels in $E_h$, and the $\lambda$ of largest size from equation (\ref{rate}).

\begin{center}
\begin{tabular}{lrrr}
choice & top closed & lowest open & $\lambda$\\
mean & $-0.597$ & $-0.141$ & $0.457$\\
alpha-open & $-0.597$ & $-0.463$ & $-1.440$\\
Roothaan & $-0.551$ & $-0.141$ & $-0.523$\\
shifted & $-0.597$ & $0.159$ & $0.643$
\end{tabular}
\end{center}

The numerical check obtains $H$ from energies alone and compares $|\lambda|$ with the error ratio of the actual loop. For the alpha-open choice the predicted and measured sizes are $1.4402$ and $1.4403$; for the others they agree to the four decimals printed. These digits belong to 6-31G. In def2-TZVP the four factors become $0.519$, $-1.390$, $-0.672$ and $0.674$, the lowest Hessian eigenvalue becomes $0.52\,E_h$, and the mean and alpha-open levels move by up to $0.008\,E_h$. Only the alpha-open factor exceeds 1 in size in either basis.

All four loops were also started from one common displaced set of orbitals. The mean, Roothaan and shifted choices returned to the solution in 21, 29 and 37 cycles, with the same energy to well below $10^{-8}\,E_h$. The alpha-open loop had not settled after 1000 cycles: the Frobenius norm of its last change in $P^\alpha$ and $P^\beta$ was $0.55$ in orthonormal orbitals ($0.31$ for the density matrices in the atomic basis), and its energy was $0.013\,E_h$ above the solution. Correct order at a minimum is therefore not enough for convergence.

The cause can be located. Replacing $M$ by $F^\alpha=M-\tfrac12K[P^o]$ in the open block cannot raise the open levels, because for any real orbital $x$
\begin{equation}
x^TK[P^o]x=\sum_o(xo|xo)\ge0.
\end{equation}
Closed--open denominators therefore shrink or stay the same, open--virtual ones grow or stay the same, and closed--virtual ones do not change. The smallest closed--open denominator falls from $-0.141+0.597=0.456$ to $-0.463+0.597=0.134\,E_h$.

Suppose the closed--open part of $D$ had been kept at its mean-choice value while the open--virtual part took its alpha-open value. Then $v^TWDv$ would be no smaller than for the mean choice for any $v$, and the largest $\mu$ no larger. For the mean choice all $|\lambda|\le0.457$, so $\mu\le1.457<2$. The divergence thus requires the reduced closed--open denominators.

The shifted choice shows the opposite limit. Larger denominators lower the smallest $\mu$ and so raise the largest $\lambda$. For the mean choice the $\lambda$ of largest size is positive, so the added shift raised it, from $0.457$ to $0.643$, and slowed the approach.

\section{Scandium: a real inversion}

The inversion in the two-orbital model also occurs in an atom. For the $3d^14s^2$ solution of scandium in ROHF/def2-SVP, without correlation or relativity, the $4s$ level lies at $-0.209\,E_h$ in both the mean and alpha-open choices. The open $3d$ level is $-0.3465\,E_h$ with the alpha-open choice. With $J_{dd}=0.5921\,E_h$, equation (\ref{halfJ}) gives
\begin{equation}
\varepsilon_{3d}^{\rm mean}=-0.3465+\tfrac12(0.5921)\approx-0.050\,E_h.
\end{equation}
One converged solution thus has $3d$ below $4s$ in one canonicalization and above it in the other. The inversion persists in def2-TZVP, where $4s$ lies at $-0.210$, $3d$ at $-0.3455$ (alpha-open) and $-0.052$ (mean), and $J_{dd}=0.5878$, all in $E_h$. A statement that the $3d$ level lies below $4s$ has no definite meaning here until the choice is named.

Strict aufbau was started from this solution. With the mean, Roothaan and shifted choices, which order its levels correctly, it stayed there for the 60 cycles run. This shows that the order keeps the spaces, not that the solution is a minimum. With the open electron in $3d_{xy}$, as here, the Hessian has three zero eigenvalues and one small negative one, about $-0.005\,E_h$. The solution is therefore a shallow saddle point, and by equation (\ref{rate}) a displacement along that mode would grow slowly even for an ordered choice. With the alpha-open choice the first cycle doubly filled the $3d$ orbital: the $d$ population rose from $1.00$ to $2.00$, and the energy by $0.173\,E_h$. At cycles 59 and 60 the populations were $2.00$ and $1.00$, with energies $0.154$ and $0.037\,E_h$ above the start. These energies depend on the basis: in def2-TZVP the first cycle gives $0.171\,E_h$, and cycles 59 and 60 give $0.174$ and $0.082\,E_h$. The loop had neither settled in a second state, as the two-orbital model did, nor returned to the first. These figures do not establish a strict two-cycle oscillation.

\section{What should be claimed instead}

The invariance argument applies to the path as well as the end point if the optimizer takes Newton steps $-H^{-1}g$ with the orbital gradient and the full energy Hessian and keeps the three spaces by label. A rotation within the spaces transforms $g$ and $H$ by the same orthogonal matrix, so the step leads to the same $P^\alpha$ and $P^\beta$. The Hessian does contain Fock elements inside the spaces: the diagonal element for a closed orbital $i$ and a virtual orbital $a$ is $4(M_{aa}-M_{ii})+12(ai|ai)-4(aa|ii)$. Their weights, however, are fixed by the energy, and the free coefficients and shift of equation (\ref{block}) do not enter. An optimizer that keeps only the diagonal of $H$ loses this invariance, because that diagonal depends on the orbitals chosen within each space.

Keeping the labels by orbital overlap while still diagonalizing $R$ is a weaker remedy. It prevents the immediate swap, but equation (\ref{map}) still applies near the solution. Suppose $H$ is positive definite and at least one denominator is negative, with none zero. Writing $u=H^{1/2}v$ turns equation (\ref{rate}) into
\begin{equation}
H^{-1/2}WDH^{-1/2}u=\mu^{-1}u.
\end{equation}
The matrix on the left is symmetric and has as many negative eigenvalues as $WD$. Some $\mu$ is therefore negative, the corresponding $\lambda$ exceeds 1, and a small error in that mode grows. Inverted levels at a minimum thus make the plain loop unstable even with perfect labelling. A suitable level shift, which restores the order, removes this cause.

The factors $\lambda$ describe plain iteration near a solution. Damping or extrapolation changes the map (\ref{map}) and needs its own analysis, and no local factor predicts which state is reached from a distant start.

I therefore ask that the word ``cosmetic'' be restricted to the energy and densities of a given converged solution. The diagonal blocks, any level shifts, the occupation rule and any damping or extrapolation should be reported, because each of them bears on whether that solution is kept or on how the loop approaches it. Where two choices end at different energies, both end points should be tested for stationarity and compared by total energy, not by the order of their orbital levels.

\section*{Numbers as computed}
\begin{verbatim}
MODEL, three electrons in p and d, energies in Eh
h_p -2.00, h_d -2.36, J_pp 0.40, J_dd 0.80, J_pd 0.50, K_pd 0.04
E(p2 d1) -5.0000 Eh, E(p1 d2) -4.9600 Eh
E(p1 d2) - E(p2 d1): 0.0400 Eh = 1.088 eV
mean, start p2 d1: closed -1.120, open -1.000, final E -5.0000 Eh, cycles 1
mean, start p1 d2: closed -1.080, open -0.840, final E -4.9600 Eh, cycles 1
alpha-open, start p2 d1: closed -1.120, open -1.400, final E -4.9600 Eh, cycles 2
alpha-open, start p1 d2: closed -1.080, open -1.040, final E -4.9600 Eh, cycles 1
CH2 TRIPLET, ROHF/6-31G
C-H 1.08 angstrom, H-C-H 134 degrees, 46 rotations
energy -38.90678648 Eh, lowest Hessian eigenvalue 0.5608 Eh
largest gradient error against differences 2.4e-08 Eh
mean: top closed -0.5968, open -0.1408 to -0.0998, low virtual 0.2649 Eh
  error factor: predicted 0.4573, measured size 0.4573
  common start: returned True, cycles 21, last density change 5.7e-10, E - E_sol -4.26e-14 Eh
alpha-open: top closed -0.5968, open -0.4631 to -0.4023, low virtual 0.2649 Eh
  error factor: predicted -1.4402, measured size 1.4403
  common start: returned False, cycles 1000, last density change 3.1e-01, E - E_sol 1.31e-02 Eh
Roothaan: top closed -0.5507, open -0.1408 to -0.0998, low virtual 0.2310 Eh
  error factor: predicted -0.5234, measured size 0.5234
  common start: returned True, cycles 29, last density change 7.2e-10, E - E_sol 0.00e+00 Eh
shifted: top closed -0.5968, open 0.1592 to 0.2002, low virtual 0.8649 Eh
  error factor: predicted 0.6428, measured size 0.6428
  common start: returned True, cycles 37, last density change 7.5e-10, E - E_sol 1.42e-14 Eh
SCANDIUM ATOM, ROHF/def2-SVP, 3d1 4s2 solution
energy -759.627096 Eh, d electrons 1.0016
4s level -0.2093 Eh, J_dd 0.5921 Eh
open 3d level: alpha -0.3465 Eh, mean -0.0505 Eh
lowest virtual level, mean choice 0.0930 Eh
strict aufbau from this solution, cycles 1, 59 and 60:
mean: ordered True; E - E_start 0.00000, -0.00000, -0.00000 Eh; d electrons 1.002, 1.002, 1.002
alpha-open: ordered False; E - E_start 0.17298, 0.15442, 0.03719 Eh; d electrons 2.001, 2.002, 1.004
Roothaan: ordered True; E - E_start 0.00000, 0.00000, 0.00000 Eh; d electrons 1.002, 1.002, 1.002
shifted: ordered True; E - E_start 0.00000, 0.00000, 0.00000 Eh; d electrons 1.002, 1.002, 1.002
\end{verbatim}
